Pore-load modulus of a porous low-k film from toluene vapour data

**Problem**

A porous organosilicate film of thickness 200 nm is bonded to a thick, rigid substrate. It stands in toluene vapour at T = 298 K. The vapour pressure p is lowered from its saturation value p_sat while the pores stay full of liquid, and the film thickness d is recorded. Let

x = p/p_sat,  ε = (d − d_sat)/d_sat,

where d_sat is the thickness at x = 1. Between x = 0.40 and x = 0.95 the strain is linear in the natural logarithm of x, with slope

s = dε/d ln x = 0.005.

Liquid toluene has molar mass 92.14 g/mol and density 0.862 g/cm³. The pores are taken as cylinders of radius r = 1.5 nm, fully wetted by toluene, whose surface tension is roughly γ = 0.175 eV/nm².

(a) Find the pressure P_L of the liquid in the pores as a function of x.

(b) The pore-load modulus is defined as M = dP_L/dε. Express it through s and evaluate it. What would it be if 0.005 were the slope per decade of x?

(c) Find the liquid pressure and the thickness change at x = 0.40.

(d) At what x does a pore empty? Is the measured range safe?

(e) Relate M to the elastic constants of the dry film. Is M its Young's modulus?

(f) Estimate the errors from liquid compressibility, vapour non-ideality, a changed liquid density in the pores, and a random error of 0.05 nm in each of 12 thickness readings equally spaced in x.

**Solution**

Pressure is counted positive in compression, stress and strain positive in tension and extension. The algebra holds in atomic units, with k_B T an energy in hartree and volumes in bohr³. Numbers are given in eV, nm, MPa and GPa.

**(a) Pressure in the liquid**

Liquid and vapour exchange molecules freely, so their chemical potentials are equal. At constant temperature the chemical potential of a pure fluid changes with pressure as dμ = (volume per molecule) × d(pressure). At x = 1 both phases are at p_sat, as for coexistence across a flat surface. Starting from that common state,

∫ v dP (from p_sat to P_L) = ∫ v_g dp′ (from p_sat to p),

with v and v_g the volumes per molecule in liquid and vapour.

Two assumptions make the integrals elementary: the liquid is incompressible, and the vapour is ideal, v_g = k_B T/p′. Then

v (P_L − p_sat) = k_B T ln(p/p_sat),

P_L = p_sat + (k_B T/v) ln x.

For x < 1 the logarithm is negative. Because k_B T/v is far larger than p_sat, a modest drop in vapour pressure puts the liquid under tension. It pulls the pore walls inward and the film becomes thinner. As x falls, both ln x and ε fall, which is why s is positive.

**(b) The modulus**

If the film responds linearly to the liquid pressure, its strain measured from saturation is

ε = (P_L − p_sat)/M = [k_B T/(vM)] ln x.

Differentiation with respect to ln x gives s = k_B T/(vM), and therefore

M = k_B T/(v s).

Any contribution to the strain that does not change with x drops out of the slope. A constant stress in the solid-liquid interface is one such contribution. If that stress varied with x, it would raise or lower s, and the formula would no longer isolate the effect of the liquid pressure.

The volume per molecule is the molar mass divided by density and Avogadro's number:

v = 0.1775 nm³.

With k_B T = 0.02568 eV,

k_B T/v = 0.02568 eV / 0.1775 nm³ = 23.18 MPa,

M = 23.18 MPa / 0.005 = 4.64 GPa = 0.02894 eV/Å³.

The slope is given to one figure. Anything from 0.0045 to 0.0055 rounds to it, and these limits correspond to M = 5.2 GPa and 4.2 GPa. The further digits given here and below follow from taking s as exactly 0.005. They let the arithmetic be traced and do not state an accuracy.

The base of the logarithm matters. Since ln x = ln 10 × log₁₀ x, a slope per decade is ln 10 times the slope per unit natural logarithm. If 0.005 were the slope per decade, then s = 0.005/ln 10 and

M = 4.64 GPa × ln 10 = 10.67 GPa.

**(c) Size of the effect**

At x = 0.40, ln x = −0.916. The saturation pressure, roughly 28 Torr, is 0.016 % of k_B T/v and can be dropped here:

P_L = 23.18 MPa × (−0.916) = −21.24 MPa.

The strain is 0.005 × (−0.916) = −0.00458, so

d − d_sat = 200 nm × (−0.00458) = −0.916 nm.

The liquid pulls with some twenty megapascals, yet the film thins by less than a nanometre. The thickness must therefore be read to a small fraction of a nanometre, a point taken up in part (f).

**(d) When the pores empty**

The formula for M needs full pores. To find where they empty, compare the grand potentials of a filled and an emptied cylinder, per unit length.

The filled cylinder holds πr²/v molecules. Relative to the vapour at x, each molecule in liquid at its saturation state costs −k_B T ln x, which is positive for x < 1. The filling cost is

−(πr²/v) k_B T ln x.

When the cylinder empties, the wetted wall keeps a liquid film, whose thickness is neglected. The new liquid-vapour surface has area 2πr per unit length and costs 2πrγ. The density of the vapour is neglected beside that of the liquid. The costs balance at x = x_e:

−(πr²/v) k_B T ln x_e = 2πrγ.

Multiplying by −v/(πr² k_B T) gives

ln x_e = −2γv/(r k_B T).

By part (a) this is the same as P_L − p_sat = −2γ/r, the pressure drop across a hemispherical meniscus of radius r. For the stated pore,

2γv/(r k_B T) = 2 × 0.175 × 0.1775 / (1.5 × 0.02568) = 1.61,

x_e = exp(−1.61) ≈ 0.20.

This is a rough value, because γ is rough and the neglected wall film is not very thin beside a radius of 1.5 nm.

The lowest reading, x = 0.40, lies well above this. In this model, which leaves out the formation of bubbles in the stretched liquid, the range is therefore safe for pores of this radius. It would not be safe for every pore. Since ln x_e varies as 1/r, the radius at which emptying starts at x = 0.40 is

r = 1.5 nm × 1.61/0.916 = 2.6 nm.

In this model, wider pores with open access to the vapour would be empty at the lower end of the range. In the limit r → ∞, x_e → 1: a very wide pore empties as soon as the vapour drops below saturation. Once part of the pore space is empty, the walls no longer carry one common pressure, and a straight line through the data no longer yields M.

**(e) What the modulus measures**

Let the solid skeleton be homogeneous and isotropic, with bulk modulus K_s. Let the dry porous film have elastic constants C of isotropic or cubic symmetry, with one cubic axis along the film normal z, and bulk modulus K = (C₁₁ + 2C₁₂)/3. Suppose a macroscopic stress σ acts while all pores carry the pressure P. This state is the sum of two simpler ones.

In the first, the pressure P acts in the pores and on the outside. Every point of the solid is then under the same hydrostatic pressure, and the whole body shrinks uniformly:

ε₁ = −[P/(3K_s)] I,

where I is the unit tensor.

In the second, the pores are at zero pressure and the outside carries the remaining stress σ + P I. This is the dry film, so

C ε₂ = σ + P I.

Adding the two states, with ε = ε₁ + ε₂, and applying C,

C ε = σ + P I − [P/(3K_s)] C I.

A uniform expansion of a cubic or isotropic body produces an isotropic stress, C I = (C₁₁ + 2C₁₂) I = 3K I. Hence

C ε = σ + P (1 − K/K_s) I,

σ = C ε − bP I,  b = 1 − K/K_s.

The number b is the Biot coefficient. It states what share of the pore pressure acts as a load on the porous body.

The substrate prevents lateral strain, ε_xx = ε_yy = 0, and the upper face is free apart from the small gas pressure, so σ_zz = 0. The zz component becomes

0 = C₁₁ ε_zz − bP.

With P read as the change of pressure from saturation, this gives

M = P/ε_zz = C₁₁/b.

Keeping the gas pressure means setting σ_zz = −p, which lowers the slope by the fraction p/(b k_B T/v). With b near 0.5 this is about 0.03 % at saturation, and less below it.

For an isotropic film with Young's modulus E and Poisson ratio ν,

C₁₁ = E(1 − ν)/[(1 + ν)(1 − 2ν)],

M/E = (1 − ν)/[b(1 + ν)(1 − 2ν)].

The numerator exceeds (1 + ν)(1 − 2ν) = 1 − ν − 2ν² by 2ν², and b does not exceed 1. For 0 ≤ ν < 1/2, M is therefore at least as large as E. Two limits show the role of b. A very compliant skeleton has K ≪ K_s, so b → 1 and M → C₁₁. A film with hardly any pores, all of compact rather than crack-like shape, has K → K_s, so b → 0 and M → ∞: there is almost no pore space through which the liquid could load the solid. A large M may thus mean a stiff film or merely a small b.

The substrate matters too. A film free to strain in all directions has σ = 0 and equal strains ε = bP/(3K). At the same P, the thickness strain of the clamped film is larger by the factor

3K/C₁₁ = (1 + ν)/(1 − ν)

for an isotropic film, or 1.5 at ν = 0.2. The free film also contracts laterally under liquid tension, and that contraction offsets part of the thinning.

For a numerical case, take a periodic cell with one cubic pore, porosity 0.296 and a solid of Poisson ratio 0.2. Its elastic constants were computed with finite elements. The strain was also found separately, by applying the liquid pressure directly to the pore walls. It agreed with bP/C₁₁ to better than one part in 10⁷. The cell has b = 0.480. Choosing the solid's Young's modulus as 3.55 GPa makes M equal to the value of part (b). The dry film then has C₁₁ = 2.22 GPa, and

C₁₁/b = 2.22 GPa / 0.480 ≈ 4.6 GPa.

Its Young's modulus along the film normal is 2.09 GPa. Reading M as Young's modulus would overstate the latter by a factor of about 2.2 in this cell.

That factor is not a universal correction. With the same solid Poisson ratio but a porosity of 0.125, M/E is 4.46 on the same mesh of 12 elements per cell edge. These cell results still carry a mesh error, because stress concentrates at the sharp pore edges and convergence is slow. Refining from 9 to 12 elements changed M of the first cell by −1.35 % at fixed solid stiffness, and the shift that remains is larger than this. Meshes of up to 48 elements per edge, extrapolated to zero element size, put M of the first cell about 4 % below its 12-element value. They give M/E of about 2.16 for the first cell and about 4.2 for the second. The other values of the first cell shift by 2 to 4 % in that limit: b rises to about 0.49, and matching M to part (b) then gives a solid Young's modulus near 3.7 GPa, C₁₁ near 2.3 GPa and a film Young's modulus near 2.14 GPa. The cell is a model of regular pores, not a reconstruction of a real film. Its cubic pore is a separate cavity on which the liquid pressure is simply imposed, not the open cylinder of part (d), and pore shape changes the factor too. At the same porosity of 0.296, three crossed square channels give M/E of about 1.8. A single square channel along the film normal, which is no longer cubic in symmetry, gives about 2.6.

The answer to the question is no: M = C₁₁/b. Finding E from M requires b and the Poisson response, or a model that supplies them.

**(f) Errors**

*Liquid compressibility.* Under tension the liquid expands, so v exceeds its saturation value. The true pressure slope dP_L/d ln x = k_B T/v(P_L) is then smaller than assumed, the strain slope is smaller too, and the formula of part (b) overestimates M. With a rough liquid bulk modulus of 1.1 GPa, the local effect at x = 0.40 is about

21.24 MPa / 1100 MPa = 1.9 %.

It vanishes at saturation. Solving the equilibrium condition of part (a) with a compressible liquid and fitting a line over the measured range gives an overestimate of 0.99 %, relative to the true M, if the bulk modulus is held constant. A liquid that softens under tension, with a pressure derivative of the bulk modulus near 10, raises this to about 1.05 %.

*Vapour non-ideality.* To leading order in pressure, v_g = k_B T/p + B, with a rough second virial coefficient B = −4.0 nm³ per molecule. From v dP_L = v_g dp and dp = p d ln x,

dP_L/d ln x = (k_B T/v)(1 + Bp/k_B T).

Because B is negative, the slope is again reduced and M overestimated. At saturation the correction is

(B/v) × p_sat/(k_B T/v) = −(4.0/0.1775) × 0.016 % ≈ −0.36 %.

It is smaller at lower pressure, and the fitted overestimate is 0.23 %. Removing both biases would lower 4.64 GPa to about 4.58 GPa, which is still 4.6 GPa to two figures.

*Liquid density in the pores.* At constant temperature the Gibbs-Duhem relation reads dP_L = n dμ, with n the number of molecules per unit volume. Since dμ = k_B T d ln x for ideal vapour,

M = n k_B T/s.

At a fixed measured slope, M is proportional to n. Liquid 5 % denser than in bulk would give 4.87 GPa instead of 4.64 GPa. The 5 % is an illustration, not an estimate. The question is a serious one, though: the length v^(1/3) is about 0.56 nm, so a pore 3 nm across holds only some five molecules side by side. Liquid layered against the wall need not have bulk density, nor exert one isotropic pressure.

*Random thickness error.* Write u_i = ln x_i, with mean ū. The least-squares slope with a free intercept is

s_fit = Σ(u_i − ū) ε_i / S,  S = Σ(u_i − ū)².

If the readings have independent errors of standard deviation δ, each strain has standard deviation δ/d_sat. The variance of s_fit is the sum of the squared weights times (δ/d_sat)²:

var(s_fit) = [Σ(u_i − ū)²/S²](δ/d_sat)² = (δ/d_sat)²/S.

The standard error is therefore

Δs = δ/(d_sat √S).

For the 12 readings, √S = 0.93, and

Δs = (0.05/200)/0.93 = 0.00027.

Random trials with normally distributed errors gave the same value. Relative to s = 0.005 it is 5.4 %. Since M varies as 1/s, its relative error is the same to leading order, or about 0.25 GPa. This outweighs the two fluid corrections. Halving the reading error would halve it. Extending the range towards lower x would also help, because it raises S, but only down to the point where pores begin to empty.

**The model beside a real film**

Porous organosilicate dielectrics used between metal lines have pore radii of the order of 1 nm, porosities of up to some tens of per cent and Young's moduli of a few GPa. The chosen thickness, pore size and porosity are rough values from that regime, and the model film's Young's modulus near 2 GPa lies towards its soft end. Real pores vary in size and shape, and some may be closed to the vapour. Closed pores lower the stiffness without carrying liquid pressure, so M = C₁₁/b with b = 1 − K/K_s no longer applies as it stands. Toluene may also soften the skeleton, and M would then describe the softened film. If it swells the skeleton by an amount that varies with x, that strain enters s as well, and k_B T/(vs) is no longer C₁₁/b. The size of these effects cannot be found from the slope alone. Of the effects that were sized, the fluid corrections together move the inferred modulus by about 1 %, a 5 % change in liquid density moves it by 5 %, and the random reading error gives it a standard error of about 5 %. The result refers to 298 K and does not give the film's stiffness at another temperature of use.

Apart from the finer-mesh and channel estimates in part (e) and the softening estimate in part (f), the main values are collected in the numerical output below.

Numbers as computed

```
temperature: 298 K
strain slope per unit ln x: 0.0050
toluene density (input): 0.862 g/cm^3
toluene molar mass (input): 92.14 g/mol
thermal energy kT: 0.02568 eV
liquid volume per molecule: 0.1775 nm^3
pressure scale kT/v: 23.18 MPa
pore-load modulus M: 4.64 GPa
same M: 0.02894 eV/angstrom^3
M if 0.005 were per decade: 10.67 GPa
film thickness (input): 200 nm
fit window in x: 0.40 to 0.95
number of readings: 12
liquid pressure at x=0.40: -21.24 MPa
thickness change at x=0.40: -0.916 nm
slope recovered from ideal data: 0.005000
pore radius (input): 1.5 nm
surface tension (rough input): 0.175 eV/nm^2
x at which the pore empties: 0.199
liquid bulk modulus (rough input): 1.1 GPa
bias of M, liquid compressibility: +0.99 %
second virial coefficient (rough input): -4.0 nm^3
saturation pressure (rough input): 28 Torr
bias of M, vapour non-ideality: +0.23 %
saturation pressure over kT/v: 0.016 %
M if pore liquid is 5 % denser: 4.87 GPa
noise of one reading (input): 0.05 nm
standard error of slope, formula: 0.000269
standard error of slope, trials: 0.000270
relative standard error of slope: 5.4 %
model cell: cubic pore, solid Poisson ratio 0.2
cell porosity: 0.296
Biot coefficient b: 0.480
solid Young modulus scaled to M: 3.55 GPa
drained C11 of film: 2.22 GPa
drained axial Young modulus: 2.09 GPa
M over Young modulus: 2.22
second cell porosity: 0.125
second cell M over Young modulus: 4.46
mesh shift of cell M, 9 to 12 per edge: -1.35 %
```
